# Why intensity variance can reveal paracrystalline order in amorphous silicon

Q: I have two amorphous silicon films, one as implanted and one annealed. Their diffraction rings, and so their pair distributions, are nearly the same. What exactly does the mean intensity tell me about the atoms?

A: Take single (kinematic) scattering from a thin film of one element. Every atom has the same form factor, so it cancels from all normalized quantities and I drop it. For a group of $N$ atoms small compared with the probe, the scattered amplitude and its intensity are

$$F=\sum_j e^{-i\mathbf k\cdot\mathbf r_j},\qquad |F|^2=\sum_{ij}e^{-i\mathbf k\cdot(\mathbf r_i-\mathbf r_j)},$$

with $k=2\pi/(\text{spacing})$. In an isotropic film the group occurs in every orientation. For a fixed separation $r$, with $\mu$ the cosine of its angle to $\mathbf k$,

$$\frac12\int_{-1}^{1}e^{-ikr\mu}\,d\mu=\frac{\sin kr}{kr}.$$

The orientation average of the intensity is therefore

$$M_2=\langle|F|^2\rangle=\sum_{ij}\frac{\sin kr_{ij}}{kr_{ij}} .$$

It contains the interatomic distances and nothing else. Bond angles enter through the second-neighbour distances they produce, but how one pair is oriented relative to another has been lost. I write $S=M_2/N$ for the mean intensity per atom.

Q: And the variance of the intensity from place to place?

A: Define $V=\langle I^2\rangle/\langle I\rangle^2-1$, averaged over probe positions at fixed $k$. The new ingredient is the mean square intensity. For the same group,

$$M_4=\langle|F|^4\rangle=\sum_{ijlm}\frac{\sin kd_{ijlm}}{kd_{ijlm}},\qquad d_{ijlm}=|\mathbf r_i-\mathbf r_j+\mathbf r_l-\mathbf r_m| .$$

This follows from multiplying two copies of the double sum and applying the same angular average to the total vector. The length $d$ depends on the angle between the separations $\mathbf r_i-\mathbf r_j$ and $\mathbf r_l-\mathbf r_m$. When indices coincide, the terms reduce to triples and pairs. With four different indices they are four-atom correlations.

For a 17-atom piece of silicon on the {111} ring, summing over all quadruples gives $M_4=1896$. Averaging $|F|^4$ directly over directions gives the same value.

Q: Having more terms does not prove more information. Could the pair distances fix $M_4$ anyway?

A: They do not, and four atoms suffice to show it. In an arbitrary length unit, take

- a kite: $(0,0),\ (4,0),\ (1,1),\ (1,-1)$;
- a trapezoid: $(-1,1),\ (1,1),\ (-2,0),\ (2,0)$.

Both have the distances $2,\ 4,\ \sqrt2,\ \sqrt2,\ \sqrt{10},\ \sqrt{10}$. By the pair formula, $M_2$ is the same for both at every $k$. The variance over orientations of a single group, $M_4/M_2^2-1$, is not the same. At $k=1.30$ it is 0.472 for the kite and 0.791 for the trapezoid. The distances agree, but they are arranged differently in space.

Q: My probe covers thousands of atoms. What happens to this difference in a film?

A: Let the film consist of units placed and oriented independently, with $\sigma_s$ units of kind $s$ per area. The units may overlap, so their number in any area follows Poisson statistics. This is a model, and I return to its cost below. The pair distribution of such a film is that of the pairs inside units plus a uniform background, which scatters only near the forward direction.

Let $w$ be the probe amplitude, with peak value 1, and let it vary little across one unit. The total amplitude is

$$a=\sum_n w_nF_ne^{i\theta_n},$$

where the phase $\theta_n=-\mathbf k\cdot\mathbf R_n$ comes from the position $\mathbf R_n$ of unit $n$. The positions spread over many times $1/k$, so the phases are uniform and independent. In $|a|^2$ the terms with different $n$ then average to zero:

$$\langle I\rangle=A\sum_s\sigma_sM_{2,s},\qquad A=\int w^2\,d^2r .$$

In $|a|^4$ each term carries the phase $\theta_n-\theta_m+\theta_p-\theta_q$. It survives if $n=m$ and $p=q$, or if $n=q$ and $m=p$. For two different units these pairings give equal contributions. For Poisson numbers the average over ordered pairs of different units is the square of the single-unit average, so together they give $2\langle I\rangle^2$. What remains is the case where all four indices are the same unit:

$$\langle I^2\rangle=2\langle I\rangle^2+\sum_s\sigma_sM_{4,s}\int w^4\,d^2r .$$

For a Gaussian probe of intensity full width $D$ at half maximum, $w^2=e^{-4\ln2\,r^2/D^2}$. Then $A=\pi D^2/(4\ln2)$. Squaring the profile doubles the exponent, so $\int w^4d^2r=A/2$. Dividing by $\langle I\rangle^2$ and subtracting 1,

$$V=1+\frac{\sum_s\sigma_sM_{4,s}}{2A\left(\sum_s\sigma_sM_{2,s}\right)^2}.$$

Q: The leading 1 does not depend on structure at all?

A: No. It is the speckle of a sum of many independent amplitudes, which is Gaussian whatever the units are. A large variance is therefore not in itself evidence of order. In this model the higher-order information sits in the excess $V-1$. The excess also contains a part that only reflects the Poisson fluctuation of the number of units under the probe. If the units instead sit at fixed density, one per site with random phase and orientation, the product of the two pair sums already includes the terms with $n=p$, and $M_4$ is replaced by $M_4-2M_2^2$.

Two films of equal density, one of kites and one of trapezoids, illustrate this. Their mean intensities agree at all $k$, while their excesses at $k=1.30$ are in the ratio $1.791/1.472=1.22$. At fixed density the two films still differ, but both excesses are negative, proportional to $0.472-1$ and $0.791-1$. If many units lie under the probe, both excesses are small and both films approach $V=1$.

I tested the law by simulating a 2 nm silicon film seen with a 2 nm probe. Half its atoms were in 71-atom crystalline grains and half in 17-atom units. The law gives $V=1.544$; the simulation gave $1.520\pm0.013$ (one standard error). The difference is 1.8 of these standard errors, or about 1.5 with the error computed from the moments of the model. The finite set of orientations used in the simulation adds a little more uncertainty.

Q: Why should a paracrystalline grain affect the excess so much more than the mean?

A: Because a grain is usually dark at a given $\mathbf k$ and occasionally very bright. The square of the intensity favours the bright cases.

Consider a spherical diamond-cubic grain of radius $R$. At a {111} reflection the two atoms of the basis scatter with phases a quarter cycle apart. Their summed amplitude is $|1\pm i|=\sqrt2$ instead of 2, so the peak amplitude is $N/\sqrt2$ and the peak intensity $N^2/2$. At a distance $q$ from the reflection the amplitude falls by the shape factor of a sphere,

$$\phi(x)=\frac{3j_1(x)}{x},\qquad x=qR,$$

where $j_1$ is the spherical Bessel function of order one.

Rotating the grain moves its reflections over a sphere of radius $k$. For $kR\gg1$ the eight {111} spots are small and separate, and a patch $d^2q$ covers the solid angle $d^2q/k^2$. Hence

$$M_2\simeq\frac{8}{4\pi k^2}\,\frac{N^2}{2}\int\phi^2\,d^2q
=\frac{N^2}{\pi k^2}\,\frac{2\pi}{R^2}\int_0^\infty\phi^2x\,dx=\frac{2c_2N^2}{(kR)^2}.$$

Here $c_2=9\int_0^\infty j_1^2\,dx/x=9/4$, since that integral equals $1/4$. For the square of the intensity the peak is $N^4/4$, so

$$M_4\simeq\frac{8}{4\pi k^2}\,\frac{N^4}{4}\,\frac{2\pi c_4}{R^2}=\frac{c_4N^4}{(kR)^2},\qquad c_4=\int_0^\infty\phi^4x\,dx=1.161 .$$

A lattice cluster of 705 atoms, with equivalent radius 1.50 nm, tests both formulas. Direct averaging gives $M_2=2495$ and $M_4=3.19\times10^8$. The formulas give 2478 and $3.18\times10^8$.

Now keep the fraction $f$ of atoms in grains fixed and change the grain size. Since $R\propto N^{1/3}$, the two signals grow as

$$f\,\frac{M_2}{N}\propto fN^{1/3},\qquad f\,\frac{M_4}{N}\propto fN^{7/3}.$$

The first is the grains' share of the mean intensity per atom. The second is their share of the numerator of the excess. The second gains a factor $N^2$ over the first, which is why a small amount of well-correlated material can be weak in the mean and visible in the variance.

Q: Can you put numbers on this for a film like mine?

A: Take rough typical values: a film 20 nm thick, a 2 nm probe and 200 kV electrons. The lattice parameter is 0.543 nm, which gives a density $\rho=49.97$ atoms per nm³ and puts the {111} ring at $k=20.04$ nm⁻¹. The probe area is $A=4.53$ nm², so $N_A=A\rho t=4529$ atoms lie in the column of area $A$ and thickness $t$.

I represent the continuous random network by 17-atom units: an atom with its first and second neighbours, each unit oriented independently. The units are cut from the crystal, so they keep its dihedral angles. A real random network has a spread of these angles, and I return to what that changes at the end. The paracrystalline film has a tenth of its atoms in 191-atom grains about 2 nm across, and the rest in 17-atom units. On the ring:

| unit | $S$ | $M_4$ |
|---|---|---|
| 17 atoms | 1.311 | 1896 |
| 71 atoms | 1.783 | $1.595\times10^5$ |
| 191 atoms | 2.376 | $4.108\times10^6$ |

The mean per atom in the paracrystalline film is $0.9(1.311)+0.1(2.376)=1.418$, or 8% above the network. With $f_s$ the fraction of atoms in units of kind $s$, $\sigma_s=f_s\rho t/N_s$, and the excess becomes

$$V-1=\frac{\sum_sf_sM_{4,s}/N_s}{2N_AS^2}.$$

For the network the numerator is $1896/17=111.5$, so

$$V-1=\frac{111.5}{2(4529)(1.311)^2}=0.007 .$$

For the paracrystalline film the grains contribute $0.1(4.108\times10^6)/191=2151$ and the units $0.9(111.5)=100$:

$$V-1=\frac{2251}{2(4529)(1.418)^2}=0.124 .$$

At the same thickness and probe, the excess is 17 times larger.

Q: But the means still differ by 8%. I could measure that without any variance.

A: You could, but you could not say what caused it. Consider a third film with 71-atom grains, about 1.4 nm across, in the same matrix. Choose their fraction so that the ring mean equals that of the paracrystalline film:

$$f'=0.1\,\frac{2.376-1.311}{1.783-1.311}=0.226 .$$

Both films now have $S=1.418$ on the ring. Their excesses are 0.124 for the larger grains and 0.033 for the smaller, a ratio of 3.8.

The match holds on the ring, not at every $k$. Between 15 and 80 nm⁻¹ the root-mean-square difference in $S(k)$ is 0.018 between these two films, and 0.044 between the paracrystalline film and the network. For comparison, $S$ tends to 1 at large $k$. So the silicon films have similar pair distributions, while the kite and trapezoid have identical ones.

Q: What am I seeing when the probe lands on one of these grains?

A: About $0.1(4529)/191=2.4$ grains lie in the column. The ratio of $M_4$ to the squared peak intensity $N^4/4$ is 0.012, which acts as an effective fraction of orientations that put a grain on a {111} reflection. A few percent of positions thus have a strongly diffracting grain, the exact share depending on how bright a grain must be to count. Its peak intensity, $191^2/2\approx18\,000$, is 2.8 times the mean intensity $4529(1.418)\approx6400$. The excess comes from these infrequent bright places.

Q: How many positions must I record?

A: First find the error when the film has Gaussian speckle. Then $x=I/\langle I\rangle$ is exponentially distributed and $\langle x^n\rangle=n!$. The estimate of $V+1$ is the sample mean of $x^2$ divided by the square of the sample mean of $x$. Expanding about the true values 2 and 1, each position contributes to the error

$$(x^2-2)-4(x-1)=x^2-4x+2 .$$

Its mean is zero, and its mean square is

$$\langle x^4-8x^3+20x^2-16x+4\rangle=24-48+40-16+4=4 .$$

For $P$ independent positions the standard error is therefore $2/\sqrt P$ at leading order in $1/P$. Repeated sampling gave a coefficient of 1.98.

The two films differ in $V$ by $0.1164$. With the Gaussian coefficient, setting this equal to three standard errors would give $P=(6/0.1164)^2\approx2650$. That is too few, because rare bright grains raise the third and fourth moments of $x$ and widen the error. Evaluating these moments in the same film model gives a coefficient of 2.82 for the paracrystalline film, so

$$P=\left(\frac{3\times2.82}{0.1164}\right)^2\approx5300 .$$

That is for comparison with a known network value. If the network film, whose coefficient is close to 2, must be measured too, each film needs about 8000 positions. A stronger excess widens the error further: for the simulated 2 nm film the moments give a coefficient of 4.9. The sample of $10^5$ positions estimated its own error as 0.013, a coefficient of about 4, so an error taken from the sample itself can be too small when rare bright positions dominate.

Q: My measured variances are far below 1. Does that contradict the model?

A: It points to effects that the coherent formula omits. A smooth background of $b$ times the speckled mean (inelastic, thermal diffuse or multiple scattering) raises the mean but not the variance, so $V\to V/(1+b)^2$. Averaging acts similarly. If a recorded value is the mean of $m$ independent patterns, its variance is the single-pattern variance divided by $m$, while its mean is unchanged. Thus $V\to V/m$. Averaging the simulated intensities in pairs lowered $V$ from 1.520 to 0.757, in agreement with a factor of two within the sampling error.

This division acts on the Gaussian part and on the excess alike. For $m=10$, the network gives 0.101 and the paracrystalline film 0.112. The ratio stays at $1.124/1.007=1.12$, so the total variance differs by 12%, although the excess differs by a factor of 17. To isolate the excess you must know $m$. Without it, two films measured with the same $m$ and thickness can be ranked by their excess, but the excess itself stays unknown. Patterns that share the same grain are not independent, and the simple $1/m$ rule does not cover them.

Q: Would a thinner film or a finer probe help?

A: Within the law, yes. At fixed composition $\sigma_s\propto t$, so the excess varies as $1/(At)$. Halving the thickness to 10 nm doubles 0.124 to 0.247. The sampling error grows as well, so the number of positions needed falls only by about half, not to a quarter. In the opposite limit, a thick film or a broad probe, $V$ tends to 1 and the structural signal is lost in the speckle.

The gain from a finer probe stops being given by this formula once the probe is no wider than the grain, because $w$ then varies across it. That already matters here. Including the variation multiplies the grains' $M_4$ term in $\langle I^2\rangle$ by 0.705.

Q: What else does the estimate leave out?

A: Strain inside the grains also lowers the excess. A random displacement $u$ along each axis multiplies the coherent amplitude by $e^{-k^2u^2/2}$, and so its fourth power by $e^{-2k^2u^2}$. For $u=0.015$ nm this is 0.835; explicitly displaced grains gave 0.843. Applying the probe and strain factors to the whole excess, with the mean left unchanged, lowers 0.124 to about 0.07. Computing both effects together, including their small reduction of the mean, gives 0.080. The difference from the network is then about 0.073. The error coefficient is 2.5 in this case, so the required number of positions rises to roughly $(3\times2.5/0.073)^2\approx10\,600$.

The curvature of the Ewald sphere, by contrast, needs no correction here. It tilts the scattering vector slightly out of the film plane, which changes the phase through the depth of a 2 nm grain by 0.16 rad. In an isotropic film such a tilt leaves the orientation averages at fixed $k$ unchanged.

Multiple scattering is also left out. A screened-Coulomb estimate of the elastic mean free path is 153 nm, so $t/\ell=0.131$. With Poisson statistics, 12% of the electrons scatter elastically at least once, and about 6% of those scatter more than once. The estimate is crude. A Hartree–Fock silicon atom in the Born approximation gives 109 nm when all angles are counted, which turns these shares into 17% and 9%. It gives 150 nm when scattering below 15 nm⁻¹, which the structure factor of the solid weakens, is left out.

Q: How close is all this to a real implanted film?

A: The thickness, probe size and voltage are round values, to be replaced by your own. The grain size and the 10% fraction are choices for the example, not measured properties of implanted silicon. I also used the crystal density, whereas amorphous silicon is roughly 2% less dense; at fixed $S$ and $M_4$ that raises the excess by about the same 2%.

Two assumptions are broken more seriously. One is full coherence: ten independent patterns per recorded value would reduce the difference between the films from 0.116 to 0.012. The other is independence of the units. A real random network is connected, and its rings and shared bonds correlate neighbouring units. I have not calculated that effect. As a measure of sensitivity, a film made entirely of the 71-atom grains would have

$$V-1=\frac{1.595\times10^5/71}{2(4529)(1.783)^2}=0.078,$$

eleven times the value for 17-atom units. The network baseline of 0.007 therefore depends strongly on how far its orientational correlations reach. It also depends on the dihedral angles. If the outer atoms of each 17-atom unit are rotated freely about the bonds, $S$ falls from 1.31 to 1.12 and the baseline to about 0.004. The paracrystalline film then has an excess of about 0.16, some 40 times the baseline instead of 17. The direction of the effect is the same, but the factor belongs to the chosen units. It also belongs to the Poisson placement, since a dense solid suppresses fluctuations in the number of units. With $M_4-2M_2^2$ in place of $M_4$, the baseline for crystal-cut units falls from 0.007 to 0.003. For the freely rotated units $M_4/M_2^2$ is just under 2, so their baseline essentially vanishes. The 191-atom grains have $M_4/M_2^2\approx20$, and the excess of the paracrystalline film falls only from 0.124 to about 0.11. The difference between the films is thus much more robust than their ratio. A quantitative comparison with your film needs a connected atomic model.

Q: Suppose annealing changes my variance while the ring mean stays put. May I conclude that the paracrystals have grown or dissolved?

A: You may conclude that something beyond the ring mean has changed, provided thickness, probe and coherence were the same and the change exceeds the sampling error. Grain size is one candidate. Grain fraction and internal strain also enter, and a single value of $V$ cannot separate them. Thickness can imitate them as well: the film with 71-atom grains would show the excess of the 191-atom film if it were 3.8 times thinner, about 5 nm.

The way to narrow the choice is to compare the variance, as a function of $k$ and probe size, with atomic models that also reproduce the mean diffraction. The variance can rule out a model that fits the pair distribution. Agreement with both still does not prove that the model is unique.

The numerical output below lists most of the values used here. Its number of positions assumes the Gaussian coefficient 2.

## Calculated quantities

```
EQUAL DISTANCES (kite, trapezoid; arbitrary length unit)
largest relative gap of mean intensity: 3.3e-16
k of largest variance gap: 1.30
V kite, V trapezoid there: 0.4717, 0.7909
INPUTS
lattice parameter: 0.543 nm
atom density: 49.97 per nm^3
k of the 111 ring: 20.04 per nm
film thickness, probe FWHM: 20.0 nm, 2.0 nm
probe area A: 4.532 nm^2
atoms in A times thickness: 4529
UNITS ON THE 111 RING
unit: cut radius 0.42 nm, N=17, S=1.311, M4=1896
small: cut radius 0.70 nm, N=71, S=1.783, M4=1.595e+05
grain: cut radius 1.00 nm, N=191, S=2.376, M4=4.108e+06
unit M4 from atom quadruples: 1896
BRAGG-SPOT FORMULAS, cut radius 1.50 nm
c2, c4: 2.2499, 1.1607
N, equivalent radius: 705, 1.499 nm
M2 explicit, formula: 2495, 2478
M4 explicit, formula: 3.192e+08, 3.177e+08
RANDOM-FILM TEST (2 nm film, half small grains, half units)
V law: 1.544
V simulated: 1.520 +- 0.013
V after averaging two independent patterns: 0.757
sampling error times sqrt(positions): 1.984
THREE FILMS, 20 nm
grain fraction, paracrystalline film: 0.100
small-grain fraction, matched film: 0.226
ring S: network 1.3112, paracrystal 1.4177, matched 1.4177
ring S change, paracrystal/network: 8.1 %
V-1: network 0.0072, paracrystal 0.1236, matched 0.0326
V-1 ratio paracrystal/network: 17.3
V-1 ratio paracrystal/matched: 3.79
rms S(k) gap 15-80 per nm, paracrystal-network: 0.0436
rms S(k) gap 15-80 per nm, paracrystal-matched: 0.0180
positions for 3 standard errors: 2653
NEGLECTED EFFECTS
grain M4 factor, probe varying across grain: 0.705
rms displacement per axis: 0.015 nm
grain M4 factor, displaced: 0.843 (exponential law 0.835)
paracrystal V-1 with both factors, estimate: 0.0735
electron wavelength at 200 kV: 2.508 pm
Ewald lift times 2 nm grain diameter: 0.160 rad
elastic mean free path, screened Coulomb: 153 nm
thickness / mean free path: 0.131
```
